# Why semilocal functionals can create spurious twisted minima in donor–acceptor molecules: test program

```python
"""Spurious twisted S1 minima from semilocal linear response.

Two electrons on donor d and acceptor a, with hopping t = t0*cos(theta).
Delta: level difference; UD, UA: on-site repulsions; V: intersite repulsion.
omega0 = Delta + V - UD is the exact twisted charge-transfer excitation.
C = UD + UA - 2V; a smooth site functional gives omega0 - C/2 instead.
With frame energy w*sin(theta)^2, the twisted minimum is spurious if
2*C*t0^2/(omega0*(omega0+C)) < w < 4*C*t0^2/(omega0-C/2)^2.
All energies are in hartree.  Exact means full diagonalization of the model.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto, dft, scf

scf.hf.MUTE_CHKFILE = True
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]


def fermion_operators():
    """Annihilators in the order d-up, d-down, a-up, a-down."""
    lower = np.array([[0., 1.], [0., 0.]])
    parity = np.diag([1., -1.])
    operators = []
    for mode in range(4):
        matrix = np.eye(1)
        for k in range(4):
            factor = parity if k < mode else lower if k == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


ANN = fermion_operators()
NUM = [c.T @ c for c in ANN]
SZ = 0.5 * (NUM[0] - NUM[1] + NUM[2] - NUM[3])
SPLUS = ANN[0].T @ ANN[1] + ANN[2].T @ ANN[3]
S2 = SPLUS.T @ SPLUS + SZ @ SZ + SZ
SECTOR = np.where((np.abs(np.diag(sum(NUM)) - 2) < 1e-12)
                  & (np.abs(np.diag(SZ)) < 1e-12))[0]


def exact_states(par, t):
    """Lowest two singlet energies from the second-quantized Hamiltonian."""
    delta, ud, ua, v = par
    nd, na = NUM[0] + NUM[1], NUM[2] + NUM[3]
    ham = delta * na + ud * NUM[0] @ NUM[1] + ua * NUM[2] @ NUM[3] + v * nd @ na
    for d, a in ((0, 2), (1, 3)):
        hop = ANN[d].T @ ANN[a]
        ham = ham - t * (hop + hop.T)
    ham = ham + 10.0 * S2  # moves the triplet away from the singlets
    values = np.linalg.eigvalsh(ham[np.ix_(SECTOR, SECTOR)])
    return values[0], values[1]


def mean_field_matrix(par, t, density, method):
    delta, ud, ua, v = par
    nd, na = density[0, 0].real, density[1, 1].real
    if method == "semilocal":
        vd = ud * (nd - 0.5) + v * na
        va = delta + ua * (na - 0.5) + v * nd
        off = -t
    else:
        vd = ud * nd / 2 + v * na
        va = delta + ua * na / 2 + v * nd
        off = -t - v * density[0, 1] / 2
    return np.array([[vd, off], [np.conj(off), va]], complex)


def mean_field_energy(par, t, density, method):
    delta, ud, ua, v = par
    nd, na = density[0, 0].real, density[1, 1].real
    energy = delta * na + v * nd * na - 2 * t * density[0, 1].real
    if method == "semilocal":
        return energy + ud * nd * (nd - 1) / 2 + ua * na * (na - 1) / 2
    return energy + (ud * nd**2 + ua * na**2) / 4 - v * abs(density[0, 1])**2 / 2


def response_states(par, t, method):
    """Self-consistent ground state and linearized equation of motion."""
    density = np.diag([2., 0.]).astype(complex)
    for _ in range(2000):
        levels, orb = np.linalg.eigh(mean_field_matrix(par, t, density, method))
        new = 2 * np.outer(orb[:, 0], orb[:, 0].conj())
        change = np.max(np.abs(new - density))
        density = density + 0.5 * (new - density)
        if change < 1e-13:
            break
    assert change < 1e-12, "self-consistency not reached"

    def velocity(p):
        h = mean_field_matrix(par, t, p, method)
        return -1j * (h @ p - p @ h)

    jac = np.zeros((3, 3))
    step = 0.1  # exact for central differences of a quadratic function
    for k, sigma in enumerate(PAULI):
        diff = (velocity(density + step * sigma)
                - velocity(density - step * sigma)) / (2 * step)
        jac[:, k] = [np.trace(s @ diff).real / 2 for s in PAULI]
    omega = np.max(np.linalg.eigvals(jac).imag)
    ground = mean_field_energy(par, t, density, method)
    charge = abs(orb[0, 0] * orb[0, 1])
    return ground, ground + omega, levels[1] - levels[0], charge


def reduced(par):
    delta, ud, ua, v = par
    return delta + v - ud, ud + ua - 2 * v


def formula_frequency(start_gap, curvature, t):
    def residual(d):
        return d - start_gap - curvature * (1 - d / np.hypot(d, 2 * t))
    d = brentq(residual, 0.0, start_gap + 2 * curvature + 1, xtol=1e-14)
    gap = np.hypot(d, 2 * t)
    return np.sqrt(gap**2 + 4 * gap * curvature * (t / gap)**2)


def slope_formulas(par):
    """Coefficients of t^2 in S1 near the twisted geometry."""
    om, c = reduced(par)
    return (2 * c / (om * (om + c)), 4 * c / (om - c / 2)**2, 2 * c / om**2)


def s1_energy(par, t, method):
    if method == "exact":
        return exact_states(par, t)[1]
    return response_states(par, t, method)[1]


METHODS = ("exact", "semilocal", "hartree-fock")

# Independent tests on random stable parameter sets.
rng = np.random.default_rng(7)
largest_frequency_difference = 0.0
largest_slope_difference = 0.0
for _ in range(15):
    ud, ua = rng.uniform(0.20, 0.35, 2)
    v = rng.uniform(0.08, 0.16)
    twisted_gap = rng.uniform(0.08, 0.20)
    trial = (twisted_gap - 2 * v + ua / 2 + 1.5 * ud, ud, ua, v)
    om, c = reduced(trial)
    hop = rng.uniform(0.02, 0.05)
    for method, start, curv in (("semilocal", om - c / 2, c),
                                ("hartree-fock", om, c / 2)):
        low, high, _, _ = response_states(trial, hop, method)
        diff = abs(high - low - formula_frequency(start, curv, hop))
        largest_frequency_difference = max(largest_frequency_difference, diff)
    small = 1e-4
    for method, expected in zip(METHODS, slope_formulas(trial)):
        found = (s1_energy(trial, small, method)
                 - s1_energy(trial, 0.0, method)) / small**2
        largest_slope_difference = max(largest_slope_difference,
                                       abs(found / expected - 1))
assert largest_frequency_difference < 1e-9
assert largest_slope_difference < 2e-3  # next order in the small hopping

# Worked model.
UD, UA, V, DELTA, T0, W = 0.24, 0.22, 0.16, 0.24, 0.035, 0.015
model = (DELTA, UD, UA, V)
omega0, C = reduced(model)
angles = np.arange(0, 91, 5)
rows = []
for angle in angles:
    theta = np.radians(angle)
    t = T0 * np.cos(theta)
    frame = W * np.sin(theta)**2
    e0, e1 = exact_states(model, t)
    s0, s1, gap, charge = response_states(model, t, "semilocal")
    h0, h1, _, _ = response_states(model, t, "hartree-fock")
    rows.append([charge, gap, s1 - s0, e1 - e0, e1 + frame - UD,
                 s1 + frame - UD, h1 + frame - UD, e0 + frame - UD,
                 s0 + frame - UD])
rows = np.array(rows)
s1_exact, s1_semi, s1_hf = rows[:, 4], rows[:, 5], rows[:, 6]
omega_error = rows[:, 2] - rows[:, 3]
surface_error = s1_semi - s1_exact
assert np.all(np.diff(rows[:, 0]) < 0)
assert np.all(np.diff(omega_error) < 0)
assert np.all(np.diff(surface_error) < 0)
assert abs(omega_error[-1] + C / 2) < 1e-10
assert abs(s1_hf[-1] - s1_exact[-1]) < 1e-10
assert np.all(np.diff(s1_exact) > 0)
assert np.all(np.diff(s1_semi) < 0)
assert np.all(np.diff(s1_hf) > 0)

# The same semilocal energy gives the right difference of integer states.
neutral = mean_field_energy(model, 0., np.diag([2., 0.]), "semilocal")
transferred = mean_field_energy(model, 0., np.diag([1., 1.]), "semilocal")
integer_difference = transferred - neutral
twisted_exact = exact_states(model, 0.)
assert abs(integer_difference - (twisted_exact[1] - twisted_exact[0])) < 1e-10

window = np.array(slope_formulas(model)) * T0**2
# Cross both edges of the predicted window using computed surface slopes.
for factor_w, expected_minima in ((0.5 * window[0], (True, True)),
                                 (W, (False, True)),
                                 (1.5 * window[1], (False, False))):
    x = 1e-5
    for method, expected in zip(("exact", "semilocal"), expected_minima):
        rise = (s1_energy(model, T0 * np.sqrt(x), method)
                - s1_energy(model, 0., method)) / x - factor_w
        assert (rise > 0) == expected


def torque(method, degrees):
    def surface(theta):
        return (s1_energy(model, T0 * np.cos(theta), method)
                + W * np.sin(theta)**2)
    centre, step = np.radians(degrees), 1e-4
    return -(surface(centre + step) - surface(centre - step)) / (2 * step)


torques = [torque(method, 45) for method in METHODS]
assert torques[0] < 0 < torques[1]


# Smoothness of a real semilocal functional through integer charge.
def fragment(symbol, radius, height, charge):
    atoms = [(symbol, (0., 0., 0.))]
    for k in range(3):
        phi = 2 * np.pi * k / 3
        atoms.append(("H", (radius * np.cos(phi), radius * np.sin(phi), height)))
    mol = gto.M(atom=atoms, basis="def2-svp", charge=charge,
                spin=abs(charge), unit="Angstrom", verbose=0)
    calc = dft.UKS(mol)
    calc.xc = "PBE"
    calc.grids.level = 2
    calc.conv_tol = 1e-9
    energy = calc.kernel()
    assert calc.converged
    return energy, calc.mo_energy, mol.nelec


NH3_SHAPE, BH3_SHAPE = (0.94, -0.38), (1.19, 0.0)
e_d, lev_d, occ_d = fragment("N", *NH3_SHAPE, 0)
e_dp, lev_dp, occ_dp = fragment("N", *NH3_SHAPE, 1)
e_a, lev_a, occ_a = fragment("B", *BH3_SHAPE, 0)
e_am, lev_am, occ_am = fragment("B", *BH3_SHAPE, -1)
ionization, affinity = e_dp - e_d, e_a - e_am
homo, lumo = lev_d[0][occ_d[0] - 1], lev_a[0][occ_a[0]]
hole_level = lev_dp[1][occ_dp[1]]
added_level = lev_am[0][occ_am[0] - 1]
donor_mean = -(homo + hole_level) / 2
acceptor_mean = -(lumo + added_level) / 2
donor_shift, acceptor_shift = ionization + homo, -affinity - lumo
assert donor_shift > 0.05 and acceptor_shift > 0.05
# The end-point mean is exact only for a quadratic energy.
assert abs(ionization - donor_mean) < 0.02
assert abs(affinity - acceptor_mean) < 0.02

print("MODEL INPUTS (hartree)")
print(f"UD={UD:.3f} UA={UA:.3f} V={V:.3f} Delta={DELTA:.3f} t0={T0:.3f} w={W:.3f}")
print(f"omega0 = {omega0:.5f} hartree; C = {C:.5f} hartree")
print(f"Twisted semilocal gap = {rows[-1, 1]:.5f} hartree")
print(f"Semilocal integer-state difference = {integer_difference:.5f} hartree")
print("Angle (deg), transition charge q (e), then energies in hartree:")
print("angle     q      KSgap   omegaSL  omegaEx  errorSL")
for i in range(0, len(angles), 3):
    r = rows[i]
    print(f"{angles[i]:3d}  {r[0]:8.5f} {r[1]:8.5f} {r[2]:8.5f} "
          f"{r[3]:8.5f} {omega_error[i]:9.5f}")
print("Surfaces include w*sin^2(theta), relative to twisted S0 without w:")
print("angle   S0exact    S0SL   S1exact    S1SL     S1HF   S1errorSL")
for i in range(0, len(angles), 3):
    r = rows[i]
    print(f"{angles[i]:3d}  {r[7]:9.5f} {r[8]:9.5f} {r[4]:8.5f} "
          f"{r[5]:8.5f} {r[6]:8.5f} {surface_error[i]:9.5f}")
print("S1(90 deg)-S1(0 deg):")
for name, surface in zip(METHODS, (s1_exact, s1_semi, s1_hf)):
    change = surface[-1] - surface[0]
    print(f"  {name}: {change:.5f} hartree = {change * HARTREE_EV:.3f} eV")
print(f"Twisted excitation error = {omega_error[-1]:.5f} hartree "
      f"= {omega_error[-1] * HARTREE_EV:.3f} eV")
print(f"Spurious-minimum window for w: {window[0]:.5f} to {window[1]:.5f} hartree")
print(f"Hartree-Fock threshold for w: {window[2]:.5f} hartree")
print("Torque -dS1/dtheta at 45 deg (hartree/radian):")
print(f"  exact {torques[0]:.5f}; semilocal {torques[1]:.5f}; HF {torques[2]:.5f}")
print(f"Largest random frequency difference = {largest_frequency_difference:.1e} hartree")
print(f"Largest random relative slope difference = {largest_slope_difference:.1e}")
print("PBE/def2-SVP FRAGMENTS (energies in hartree)")
print(f"N-H = {np.hypot(*NH3_SHAPE):.3f} angstrom; "
      f"N height above H plane = {-NH3_SHAPE[1]:.3f} angstrom")
print(f"B-H = {np.hypot(*BH3_SHAPE):.3f} angstrom; BH3 planar")
print(f"NH3: I={ionization:.4f}, HOMO={homo:.4f}, cation hole level={hole_level:.4f}")
print(f"NH3: minus mean level={donor_mean:.4f}, I+HOMO={donor_shift:.4f}")
print(f"BH3: A={affinity:.4f}, LUMO={lumo:.4f}, anion added level={added_level:.4f}")
print(f"BH3: minus mean level={acceptor_mean:.4f}, -A-LUMO={acceptor_shift:.4f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
MODEL INPUTS (hartree)
UD=0.240 UA=0.220 V=0.160 Delta=0.240 t0=0.035 w=0.015
omega0 = 0.16000 hartree; C = 0.14000 hartree
Twisted semilocal gap = 0.09000 hartree
Semilocal integer-state difference = 0.16000 hartree
Angle (deg), transition charge q (e), then energies in hartree:
angle     q      KSgap   omegaSL  omegaEx  errorSL
  0   0.26594  0.13161  0.15011  0.18085  -0.03074
 15   0.26086  0.12960  0.14743  0.17954  -0.03212
 30   0.24485  0.12379  0.13957  0.17591  -0.03634
 45   0.21544  0.11487  0.12721  0.17080  -0.04359
 60   0.16796  0.10419  0.11181  0.16550  -0.05369
 75   0.09600  0.09436  0.09691  0.16150  -0.06459
 90   0.00000  0.09000  0.09000  0.16000  -0.07000
Surfaces include w*sin^2(theta), relative to twisted S0 without w:
angle   S0exact    S0SL   S1exact    S1SL     S1HF   S1errorSL
  0   -0.01447  -0.02180  0.16638  0.12831  0.17054  -0.03807
 15   -0.01254  -0.01954  0.16700  0.12789  0.17098  -0.03911
 30   -0.00725  -0.01326  0.16867  0.12632  0.17209  -0.04235
 45    0.00007  -0.00438  0.17087  0.12283  0.17338  -0.04804
 60    0.00748   0.00496  0.17298  0.11677  0.17438  -0.05621
 75    0.01297   0.01222  0.17447  0.10912  0.17488  -0.06535
 90    0.01500   0.01500  0.17500  0.10500  0.17500  -0.07000
S1(90 deg)-S1(0 deg):
  exact: 0.00862 hartree = 0.235 eV
  semilocal: -0.02331 hartree = -0.634 eV
  hartree-fock: 0.00446 hartree = 0.121 eV
Twisted excitation error = -0.07000 hartree = -1.905 eV
Spurious-minimum window for w: 0.00715 to 0.08469 hartree
Hartree-Fock threshold for w: 0.01340 hartree
Torque -dS1/dtheta at 45 deg (hartree/radian):
  exact -0.00864; semilocal 0.01805; HF -0.00463
Largest random frequency difference = 5.8e-15 hartree
Largest random relative slope difference = 2.0e-05
PBE/def2-SVP FRAGMENTS (energies in hartree)
N-H = 1.014 angstrom; N height above H plane = 0.380 angstrom
B-H = 1.190 angstrom; BH3 planar
NH3: I=0.3897, HOMO=-0.1964, cation hole level=-0.5716
NH3: minus mean level=0.3840, I+HOMO=0.1933
BH3: A=-0.0141, LUMO=-0.1093, anion added level=0.1435
BH3: minus mean level=-0.0171, -A-LUMO=0.1234
ALL CHECKS PASSED
```
